# Why phase-matched second-harmonic generation saturates instead of oscillating

Light of frequency $\omega$ enters a lossless crystal with a quadratic response, and no light enters at $2\omega$. If the two waves are phase matched, their optical periods drop out of the slow exchange of power. One length remains. The response strength $d$ is an inverse field, so $dE_0$, with $E_0$ the input field, is a pure number. To first order in $d$, the exchange rate per unit length must therefore be

$$\Gamma\sim\frac{\omega}{c}\,dE_0 ,$$

up to a function of the refractive indices. The converted power fraction is therefore $\eta=f(\Gamma z)$. This alone allows both $\sin^2\Gamma z$ and $\tanh^2\Gamma z$. Symmetry decides between them.

Let $A_1$ and $A_2$ be the slow amplitudes of fundamental and harmonic, scaled so that $|A_1|^2+|A_2|^2=1$. They obey, as derived below,

$$A_1'=i\Gamma A_2A_1^*,\qquad A_2'=i\Gamma A_1^2. \tag{1}$$

The first symmetry is $A_1\to-A_1$ with $A_2$ unchanged: fundamental photons are made and removed in pairs, so the sign of their amplitude does not matter. A solution with $A_1=0$ at one point is its own mirror image there. Solutions of (1) are unique in both directions, so it has $A_1=0$ everywhere. Conversely, a fundamental that is present at the input cannot vanish at any finite length.

The second symmetry is $A_1\to A_1^*$, $A_2\to-A_2^*$, which one confirms by conjugating (1). With $A_1(0)=1$ and $A_2(0)=0$ the input is unchanged by it, so the whole solution is: $A_1$ stays real and $A_2$ stays imaginary. Power conservation then leaves a single angle,

$$A_1=\cos\varphi,\qquad A_2=i\sin\varphi,\qquad \varphi'=\Gamma\cos\varphi. \tag{2}$$

The last relation follows from the second of (1), $i\cos\varphi\,\varphi'=i\Gamma\cos^2\varphi$. The angle starts at zero and grows, but ever more slowly, because its speed vanishes at $\varphi=\pi/2$, where conversion is complete. It can neither pass that point nor reverse before it.

## From the wave equation to the amplitudes

I use atomic units, with $c\approx137$, and plane waves travelling forward along $z$. The nonlinear polarization is $\chi E^2/4\pi$, with $\chi$ real, and $d=\chi/2$. At each frequency the index $n$ takes its own value in

$$\frac{\partial^2E}{\partial z^2}-\frac{n^2}{c^2}\frac{\partial^2E}{\partial t^2}=\frac1{c^2}\frac{\partial^2(\chi E^2)}{\partial t^2}.$$

Write $E=\mathrm{Re}[F_1e^{-i\omega t}+F_2e^{-2i\omega t}]$. Each real part is half the sum of a term and its conjugate, so $E^2$ contains $\tfrac14F_1^2e^{-2i\omega t}$ and $\tfrac14\cdot2F_2F_1^*e^{-i\omega t}$. In the same real-part convention, $\chi E^2$ has the amplitudes

$$X_1=\chi F_2F_1^*=2dF_2F_1^*,\qquad X_2=\tfrac12\chi F_1^2=dF_1^2 .$$

The static, $3\omega$ and $4\omega$ terms are dropped. For $m=1,2$ the wave equation becomes

$$F_m''+k_m^2F_m=-\left(\frac{m\omega}{c}\right)^2X_m,\qquad k_m=\frac{m\omega n_m}{c}.$$

Set $F_m=E_me^{ik_mz}$. Then $F_m''=(E_m''+2ik_mE_m'-k_m^2E_m)e^{ik_mz}$. The envelope changes little over a wavelength, so $E_m''$ is neglected beside $2ik_mE_m'$. With $\Delta k=2k_1-k_2$,

$$2ik_1E_1'=-\frac{\omega^2}{c^2}2dE_2E_1^*e^{-i\Delta kz},\qquad 2ik_2E_2'=-\frac{4\omega^2}{c^2}dE_1^2e^{i\Delta kz}.$$

Since $-1/i=i$, inserting $k_1$ and $k_2$ gives

$$E_1'=\frac{i\omega d}{n_1c}E_2E_1^*e^{-i\Delta kz},\qquad E_2'=\frac{i\omega d}{n_2c}E_1^2e^{i\Delta kz}.$$

The intensity of each wave is $I_m=n_mc|E_m|^2/8\pi$. With the input intensity $I_0$, the scaling $E_m=\sqrt{8\pi I_0/n_mc}\,A_m$ makes $|A_m|^2$ a power fraction. Both equations then acquire the same coefficient,

$$\Gamma=\frac{\omega d}{n_1c}\sqrt{\frac{8\pi I_0}{n_2c}}, \tag{3}$$

and for $\Delta k=0$ they are (1). Power is conserved: with $w=A_2A_1^{*2}$ the fractions change at the rates $2\Gamma\,\mathrm{Re}(iw)$ and $2\Gamma\,\mathrm{Re}(iw^*)$, which cancel.

If the indices differ, the sign of $d$ can be reversed periodically. A square wave of unit height is $(4/\pi)\sin Kz$ plus higher harmonics, and each exponential in the sine has magnitude $2/\pi$. Choosing $K=|\Delta k|$ cancels the mismatch with one of them. Its constant phase is absorbed in $A_2$, and $d$ is replaced by $2d/\pi$. The other terms oscillate rapidly and average out to leading order in $\Gamma/K$.

The neglect of $E_m''$ was tested on the second-order equations themselves, with $n_1=2.0$, $n_2=2.4$, a cosine modulation of $d$ that restores matching, and a peak $dE_0$ of 0.02. At 21 evenly spaced points up to $\Gamma z=2$ the converted fraction differed from $\tanh^2\Gamma z$ by at most 0.0025; between these points a fast ripple raises the largest difference to about 0.004.

## The solution and the direction of power flow

Put $A_1=u_1$ and $A_2=iu_2$ with real $u_1,u_2$. Equations (1) become

$$u_1'=-\Gamma u_1u_2,\qquad u_2'=\Gamma u_1^2=\Gamma(1-u_2^2). \tag{4}$$

Separating the second equation, with $u_2(0)=0$,

$$\Gamma z=\int_0^{u_2}\frac{ds}{1-s^2}=\frac12\ln\frac{1+u_2}{1-u_2},$$

and therefore

$$u_2=\tanh\Gamma z,\qquad u_1=\operatorname{sech}\Gamma z,\qquad \eta=\tanh^2\Gamma z .$$

At short length $\eta\approx(\Gamma z)^2$: the fundamental is undepleted and the harmonic field grows linearly. At large length $1-\eta=\operatorname{sech}^2\Gamma z\approx4e^{-2\Gamma z}$. Each further tenfold reduction of the remaining fundamental power costs the same extra length, $\ln10/2\Gamma$.

For general phases the fundamental changes as

$$\frac{d|A_1|^2}{dz}=2\,\mathrm{Re}(A_1^*A_1')=-2\Gamma\,\mathrm{Im}(A_2A_1^{*2}). \tag{5}$$

The direction of power flow is thus set by the phase of $A_2$ relative to $A_1^2$. The harmonic generated from nothing has the phase of $iA_1^2$, which makes the right side of (5) negative. Its action back on the fundamental carries a second factor $i$, and $i\cdot i=-1$ means depletion. For the power to return, the right side of (5) must become positive, so the relative phase must move by more than $\pi/2$. Reversing the sign of $A_1$ would not do this, since $A_1^2$ would stay the same. With perfect matching and zero seed, the second symmetry keeps $A_1$ real and $A_2$ imaginary, so only a change of sign of $u_2$ could reverse the flow. By (4), $u_2$ starts at zero and never decreases, so this does not happen.

A linear coupler between two identical waveguides shows what is different. It obeys $A_1'=i\kappa A_2$ and $A_2'=i\kappa A_1$. Differentiating once more gives $A_2''=-\kappa^2A_2$, so $|A_2|^2=\sin^2\kappa z$ for the same input. When $A_1$ vanishes, the full second wave still drives it at rate $\kappa$; $A_1$ passes through zero and power returns. In terms of the angle in (2), the coupler has $\varphi'=\kappa$, a constant. In harmonic generation the drive on $A_1$ is proportional to $A_1^*$, so it dies together with the fundamental. With $\kappa=\Gamma$, at $\Gamma z=\pi/2$ the coupler has transferred everything and the harmonic holds 0.841. At $\Gamma z=\pi$ the coupler is back at zero, while the harmonic holds 0.993.

## Full conversion is a saddle

The end point is stationary, but it is not stable. Near $A_1=0$, $A_2=i$, write $A_1=x+iy$. To first order,

$$A_1'=i\Gamma\,i\,(x-iy)=-\Gamma x+i\Gamma y,$$

so

$$x'=-\Gamma x,\qquad y'=+\Gamma y . \tag{6}$$

Changes of $A_2$ are of second order in $A_1$. A strong harmonic is the pump of a phase-sensitive parametric amplifier: it attenuates one quadrature of the fundamental and amplifies the other. Light produced by conversion from zero seed lies entirely in the attenuated quadrature, $y=0$, and runs into the saddle along its decaying direction. Without loss, any $y$ left by a disturbance eventually carries the light out along the growing direction, and the harmonic is converted back. If the harmonic is absorbed, this growth weakens along the way, and the return can be partial or negligible.

A useful measure of such a disturbance is

$$R=\mathrm{Re}(A_1^2A_2^*).$$

Near the saddle $A_2^*\approx-i$, and $A_1^2=x^2-y^2+2ixy$, so $R\approx2xy$. The incoming path has $x\approx2e^{-\Gamma z}$. The remaining fundamental is $x^2+y^2$, which for a fixed product is smallest at $|x|=|y|$. Hence, for small $R$,

$$(1-\eta)_{\min}\approx|R|,\qquad \Gamma z_{\rm turn}\approx\tfrac12\ln\frac{8}{|R|}. \tag{7}$$

The second result comes from $x^2=4e^{-2\Gamma z}=|R|/2$. The turning distance depends only logarithmically on the disturbance, and it becomes infinite as $R\to0$.

## Phase mismatch restores the oscillation

Let $\zeta=\Gamma z$ and $\delta=\Delta k/\Gamma>0$. With $B=A_2e^{-i\Delta kz}$ the equations lose their explicit dependence on $z$:

$$\frac{dA_1}{d\zeta}=iBA_1^*,\qquad\frac{dB}{d\zeta}=iA_1^2-i\delta B .$$

Let $v=|B|^2$ and $Q=A_1^2B^*=R+iS$, where $R$ is now formed with $B$. The product rule gives

$$\frac{dQ}{d\zeta}=2i|A_1|^2|B|^2-i|A_1|^4+i\delta Q,\qquad \frac{dv}{d\zeta}=2\,\mathrm{Re}(iQ)=-2S .$$

The real part of the first equation is $dR/d\zeta=-\delta S=(\delta/2)\,dv/d\zeta$. Both $R$ and $v$ start at zero, so $R=\delta v/2$. Since $R^2+S^2=|Q|^2=(1-v)^2v$,

$$\left(\frac{dv}{d\zeta}\right)^2=4S^2=4v\left[(1-v)^2-\frac{\delta^2}{4}v\right]. \tag{8}$$

The conversion turns where the bracket vanishes, that is, where $1-v=\delta\sqrt v/2$. This is a quadratic equation for $\sqrt v$, with positive root

$$\sqrt{v_b}=\sqrt{1+\frac{\delta^2}{16}}-\frac\delta4 .$$

As a polynomial in $v$ the bracket has two roots with product 1, so it equals $(1-v/v_b)(1-v_bv)$. For $\delta>0$ the lower root is simple and is reached in a finite distance. At $\delta=0$ the two merge at $v=1$, the speed is proportional to $1-v$ there, and the distance diverges.

The solution is a Jacobi elliptic function with parameter $m=v_b^2$,

$$v=v_b\,\mathrm{sn}^2\!\left(\frac{\zeta}{\sqrt{v_b}}\,\Big|\,m\right).$$

To verify it, use $\mathrm{sn}'=\mathrm{cn}\,\mathrm{dn}$, $\mathrm{cn}^2=1-\mathrm{sn}^2$ and $\mathrm{dn}^2=1-m\,\mathrm{sn}^2$. The squared derivative is $4v_b\,\mathrm{sn}^2(1-\mathrm{sn}^2)(1-m\,\mathrm{sn}^2)=4v(1-v/v_b)(1-v_bv)$, as (8) requires. The period is $2\sqrt{v_b}\,K(m)$, where $K$ is the complete elliptic integral. For small $\delta$, (7) with $R\approx\delta/2$ gives half a period of $\tfrac12\ln(16/\delta)$, hence a full period of $\ln(16/\delta)$.

Direct integration of the amplitude equations gives

| $\delta$ | largest $\eta$ | period in $\Gamma z$ | $\ln(16/\delta)$ |
|---|---|---|---|
| 1 | 0.610 | 2.746 | 2.773 |
| 0.1 | 0.951 | 5.075 | 5.075 |
| 0.01 | 0.995 | 7.378 | 7.378 |

Making the mismatch ten times smaller lengthens the period by only about $\ln10$. The $\tanh^2$ curve is the limit of an oscillation whose period has become infinite.

## Seeds and vacuum noise

Return to $\Delta k=0$, where $R$ is constant. A seed in the same or the opposite phase as the generated harmonic has $R=0$. If it opposes, $u_2(0)=-s$, then (4) gives $u_2=\tanh(\Gamma z-\operatorname{artanh}s)$. The seed first gives its power to the fundamental and is empty at $\Gamma z=\operatorname{artanh}s$, which is 0.31 for $s=0.3$. After that the conversion runs as from zero seed. This is why the word "zero" matters in the claim that power never flows back.

A seed in quadrature, $A_2(0)=x_0$ real, has $R=x_0(1-x_0^2)$. At the turning point $S=0$, so $(1-v)\sqrt v=|x_0|(1-x_0^2)$. For $x_0=0.01$, which is $10^{-4}$ of the total power, the conversion stops at 0.990 and then reverses. The deficit is proportional to the seed's amplitude, not to its power.

Quantum mechanics always supplies such a seed. Let $N$ photons enter at $\omega$ in a single mode, with annihilation operator $a$, and let $b$ belong to the harmonic. A harmonic photon carries twice the energy, so $A_2$ corresponds to $b\sqrt{2/N}$. The vacuum variance of $(b+b^\dagger)/2$ is $1/4$, hence $\langle x_0^2\rangle=1/2N$. To first order, noise in the fundamental does not enter $R$, because $A_2(0)$ has no mean value. From $2xy=x_0$ with $x\approx\operatorname{sech}\zeta$,

$$1-\eta\approx\operatorname{sech}^2\zeta+\frac{\cosh^2\zeta}{8N}.$$

The product of the two terms is fixed, so their sum is smallest when they are equal, at $\cosh^2\zeta=\sqrt{8N}$, and there it is $1/\sqrt{2N}$.

This linearized estimate was tested by diagonalizing the Hamiltonian that corresponds to (1), $-(b^\dagger a^2+a^{\dagger2}b)/\sqrt{2N}$ in units of $\Gamma$, for a number state at the input. For $N=3200$ the smallest deficit is 0.0124, against 0.0125 predicted, at $\zeta=3.24$ on a grid of step 0.02 (3.234 on a finer one), against 3.229. For $N=50$ it is 0.092 against 0.100. After its maximum the mean conversion for $N=3200$ falls to 0.36 within the computed range $\zeta\le8$.

## A waveguide in numbers

Take a periodically poled thin-film lithium niobate waveguide converting 1550 nm to 775 nm, with 100 mW at the input and a length of 1 cm. The rough typical values are effective indices 1.90 and 2.10, an effective area of 1.5 µm² that includes the mode overlap, and $d=25$ pm/V, which poling reduces to $2d/\pi=15.9$ pm/V. The poling period is $\lambda/2(n_2-n_1)=1550/0.40=3875$ nm. In SI units $8\pi I_0/c$ becomes $2I_0/\varepsilon_0c$, so with $I_0=P/A$ the square of (3) is

$$\Gamma^2=\frac{8\pi^2d_{\rm eff}^2P}{n_1^2n_2\,\varepsilon_0c\,\lambda^2A}=2.76\ \mathrm{cm^{-2}} .$$

Thus $\Gamma=1.66$ cm$^{-1}$, or $8.79\times10^{-9}$ atomic units. The undepleted formula would give the impossible fraction $(\Gamma L)^2=2.76$, whereas $\tanh^2(1.66)=0.865$. Integration through all 5161 poled domains, with the sign of $d$ reversed from each to the next, agrees with the ideal formula to within $10^{-4}$. Reaching 90% takes 1.1 cm, and 99% takes 1.8 cm.

Real waveguides break the assumptions of zero loss and uniform matching. Each of the following changes is made alone, with rough inputs:

- Losses of 0.2 dB/cm at the fundamental and 0.5 dB/cm at the harmonic lower the conversion from 0.865 to 0.791.
- A temperature offset of 1 K, with an index difference drifting by $10^{-5}$ per kelvin, gives $\Delta k=0.81$ cm$^{-1}$ and a conversion of 0.781.
- A film thickness drifting by 0.5 nm from end to end, with matching exact at the middle, gives 0.771. This assumes that the matched wavelength moves by 5 nm per nanometre of film and that the group indices differ by 0.1. The local mismatch then spans 13 cm$^{-1}$, but the phase it accumulates from the middle to either end is only $13\times1/8\approx1.6$ rad.

A larger or less regular drift could cost more, so 0.865 is a value for the ideal model and not a forecast for a fabricated chip.

Loss by itself does not cause back-conversion. It adds $-\alpha_1u_1/2$ and $-\alpha_2u_2/2$ to (4), where $\alpha_1,\alpha_2$ are the power loss coefficients. The amplitudes keep their phases, $u_2$ stays positive and $u_1$ still falls steadily. In a long guide the harmonic does decline, but through absorption.

The other effects estimated are small here. A Kerr index of $2\times10^{-15}$ cm²/W produces a mismatch of at most about $10^{-3}$ cm$^{-1}$. Two harmonic photons carry 3.2 eV, below a gap of roughly 4 eV, so they cannot be absorbed together across it. The optical field, 0.05 MV/cm, is far below the interband tunnelling scale of 80 MV/cm, taken as the gap voltage across 5 angstrom. For vacuum noise, putting the $2.6\times10^6$ photons within the 3.3 ps walk-off time into the single-mode formula would give a turning point at $\Gamma z=4.9$ and a deficit of $4\times10^{-4}$, but this undercounts the noise. The harmonic amplifies the fundamental's vacuum noise in pairs at $\omega\pm\Omega$. Walk-off cancels for such pairs, so their bandwidth is set by the group-velocity dispersion at $\omega$. Linearizing about the $\tanh$ solution for all sidebands, with the bulk dispersion of about 100 fs²/mm, puts the turning point near $\Gamma z=3.8$, about 2.3 times the length of this device, with a deficit of $4\times10^{-3}$. Tripling the group-index difference hardly changes these values, while a dispersion ten times larger gives 4.1 and $2\times10^{-3}$. The dispersion of a thin-film guide depends on its shape, so these numbers are rough. At the end of the 1 cm device the noise is only about $3\times10^{-5}$ of the power. Photorefraction, absorption heating, scattering into other modes and pulsed operation are not included. The full set of computed values is in the numerical output below.

## Calculated quantities

```
wave equation vs tanh^2, max difference: 0.0025
zeta, SHG fraction, linear-coupler fraction:
  0.5000  0.2136  0.2298
  1.0000  0.5800  0.7081
  1.5708  0.8412  1.0000
  2.0000  0.9293  0.8268
  3.1416  0.9926  0.0000
rates at full conversion, Re A1 and Im A1 (units of Gamma): -1.000, 1.000
delta, max fraction, period in zeta, ln(16/delta):
  1.000  0.60961  2.746  2.773
  0.100  0.95123  5.075  5.075
  0.010  0.99501  7.378  7.378
  0.001  0.99950  9.680  9.680
quadrature seed amplitude 0.01: max fraction 0.98995
opposite seed amplitude 0.3: emptied at zeta = 0.3095
N, min deficit, 1/sqrt(2N), its zeta, predicted zeta, later min:
  50  0.0922  0.1000  2.22  2.18  0.350
  400  0.0344  0.0354  2.72  2.71  0.358
  3200  0.0124  0.0125  3.24  3.23  0.360
wavelength 1550 nm, power 100 mW, length 1.0 cm
n1 1.90, n2 2.10, area 1.5 um2
d bulk 25.0 pm/V, d effective 15.92 pm/V
poling period 3875 nm, domains 5161
intensity 6.67 MW/cm2
Gamma 8.7880e-09 a.u. = 1.6607 1/cm
Gamma L 1.6607, undepleted (Gamma L)^2 2.758
ideal conversion 0.8655, through all domains 0.8655
length for 90% 1.095 cm, for 99% 1.802 cm
loss 0.2, 0.5 dB/cm: conversion 0.7908
index-difference drift 1e-05 1/K, offset 1 K: mismatch 0.811 1/cm
  conversion 0.7814
group-index difference 0.1, matching shift 5 nm per nm film
film drift 0.5 nm end to end: mismatch span 13.08 1/cm, conversion 0.7711
Kerr index 2e-15 cm2/W: mismatch up to 1.08e-03 1/cm, conversion change -9.7e-09
walk-off window 3.34 ps, photons in it 2.60e+06
  vacuum-noise deficit 4.4e-04 at Gamma z = 4.91
optical field 0.0514 MV/cm, tunnelling scale (gap over 5 angstrom) 80 MV/cm
photon energies 0.800, 1.600 eV; two harmonic photons 3.20 eV, gap 4.0 eV
```
